# Rotating degenerate states, orthogonal branching vectors, and peaked or sloped cones

At a geometry where two electronic states are degenerate, diagonalizing the Hamiltonian does not fix the two eigenvectors. Any orthonormal combination of them is an equally good pair. The vectors that describe how the degeneracy is lifted are built from these eigenvectors, so two correct calculations at the same geometry can return quite different vectors. If their lengths are then read as the slopes of the cone, the shape of the intersection depends on an accident of the diagonalization, and a cone whose two surfaces run downhill together can be taken for one whose upper surface has its minimum at the crossing point. The cure is to know how the vectors change when the states are rotated, and to use that freedom to choose a pair that shows the shape directly.

Let $|1\rangle$ and $|2\rangle$ be real, orthonormal and degenerate with energy $E_0$ at the geometry $\mathbf R_0$, with every other state separated from them by a finite gap. The Hamiltonian $H(\mathbf R)$ is taken as a real symmetric matrix, smooth in $\mathbf R$, in an electronic basis that does not depend on $\mathbf R$. Keeping the two states fixed, define the gradient matrix elements

$$\mathbf F_{ij}=\langle i|\nabla H|j\rangle_{\mathbf R_0},\qquad \mathbf F_{12}=\mathbf F_{21},$$

and from them

$$\mathbf s=\tfrac12(\mathbf F_{11}+\mathbf F_{22}),\qquad \mathbf g=\tfrac12(\mathbf F_{11}-\mathbf F_{22}),\qquad \mathbf h=\mathbf F_{12}.$$

Thus $\mathbf F_{11}=\mathbf s+\mathbf g$ and $\mathbf F_{22}=\mathbf s-\mathbf g$.

For a displacement $\mathbf q$ from $\mathbf R_0$, divide the Hamiltonian matrix into the block $A$ of the two degenerate states, the block $C$ of all others, and the coupling $B$ between them. The eigenvalue equations are

$$(A-E)\,c+B\,d=0,\qquad B^{T}c+(C-E)\,d=0 .$$

The gap makes $C-E$ invertible near $\mathbf R_0$, so $d=-(C-E)^{-1}B^Tc$, and

$$\left[A-B(C-E)^{-1}B^{T}\right]c=E\,c .$$

At $\mathbf R_0$ the coupling $B$ vanishes, because $|1\rangle$ and $|2\rangle$ are eigenvectors there. It is therefore of first order in $\mathbf q$, and the correction to $A$ is of second order. To first order what remains is

$$A=E_0+\mathbf s\cdot\mathbf q+\begin{pmatrix}\mathbf g\cdot\mathbf q&\mathbf h\cdot\mathbf q\\ \mathbf h\cdot\mathbf q&-\mathbf g\cdot\mathbf q\end{pmatrix}.$$

The square of the last matrix is $(\mathbf g\cdot\mathbf q)^2+(\mathbf h\cdot\mathbf q)^2$ times the unit matrix, and its trace is zero, so

$$E_\pm=E_0+\mathbf s\cdot\mathbf q\pm\sqrt{(\mathbf g\cdot\mathbf q)^2+(\mathbf h\cdot\mathbf q)^2}.$$

If $\mathbf g$ and $\mathbf h$ are linearly independent, as assumed from here on, they span the branching plane. A displacement perpendicular to both keeps the degeneracy to first order; such displacements are tangent to the seam of intersection. The reality of $H$ matters: a complex $\mathbf F_{12}$ would add its imaginary part as a third vector under the root.

Now rotate the states by an angle $\theta$:

$$|1'\rangle=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle,\qquad |2'\rangle=-\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .$$

The first diagonal element becomes

$$\begin{aligned}\mathbf F_{1'1'}&=\cos^2\theta\,(\mathbf s+\mathbf g)+2\sin\theta\cos\theta\,\mathbf h+\sin^2\theta\,(\mathbf s-\mathbf g)\\&=\mathbf s+\cos2\theta\,\mathbf g+\sin2\theta\,\mathbf h .\end{aligned}$$

In the second, the squares change places and the cross term changes sign:

$$\begin{aligned}\mathbf F_{2'2'}&=\sin^2\theta\,(\mathbf s+\mathbf g)-2\sin\theta\cos\theta\,\mathbf h+\cos^2\theta\,(\mathbf s-\mathbf g)\\&=\mathbf s-\cos2\theta\,\mathbf g-\sin2\theta\,\mathbf h .\end{aligned}$$

The off-diagonal element is

$$\begin{aligned}\mathbf F_{1'2'}&=-\sin\theta\cos\theta\,(\mathbf s+\mathbf g)+(\cos^2\theta-\sin^2\theta)\,\mathbf h+\sin\theta\cos\theta\,(\mathbf s-\mathbf g)\\&=-\sin2\theta\,\mathbf g+\cos2\theta\,\mathbf h .\end{aligned}$$

Half the sum and half the difference of the diagonal elements, together with the off-diagonal one, give

$$\mathbf s'=\mathbf s,\qquad \mathbf g'=\cos2\theta\,\mathbf g+\sin2\theta\,\mathbf h,\qquad \mathbf h'=-\sin2\theta\,\mathbf g+\cos2\theta\,\mathbf h .$$

The angle is doubled because each matrix element contains two state vectors. A rotation by $180^\circ$ reverses the sign of both states and leaves every matrix element alone. A rotation by $90^\circ$ exchanges the states, up to a sign, and reverses both $\mathbf g$ and $\mathbf h$. A rotation by $45^\circ$ turns $(\mathbf g,\mathbf h)$ into $(\mathbf h,-\mathbf g)$: what one pair of states calls an energy difference, the other calls a coupling.

The factor $\tfrac12$ in $\mathbf g$ is essential to this form. With the full difference $\mathbf G=2\mathbf g$ the law would read $\mathbf G'=\cos2\theta\,\mathbf G+2\sin2\theta\,\mathbf h$, which is not a rotation of the pair. Defining $\mathbf g$ with the opposite sign reverses the sense of the rotation, so the formula for the angle found below acquires a minus sign when it is written in terms of that vector. The scalar product with $\mathbf h$ changes sign as well, so for a given pair of states the angle itself is unchanged.

The rotation mixes the two vectors as if they were two components; it does not turn them rigidly in space, and their lengths and mutual angle may change. The energies do not change. With $C=\cos2\theta$ and $S=\sin2\theta$ from here on,

$$(C\,\mathbf g\cdot\mathbf q+S\,\mathbf h\cdot\mathbf q)^2+(-S\,\mathbf g\cdot\mathbf q+C\,\mathbf h\cdot\mathbf q)^2=(\mathbf g\cdot\mathbf q)^2+(\mathbf h\cdot\mathbf q)^2,$$

since the cross terms cancel and $C^2+S^2=1$. The plane spanned by the vectors is unchanged as well, because each pair is an invertible combination of the other.

The freedom in $\theta$ can be used to make the vectors orthogonal. Their scalar product is

$$\begin{aligned}\mathbf g'\cdot\mathbf h'&=-SC\,g^2+(C^2-S^2)\,\mathbf g\cdot\mathbf h+SC\,h^2\\&=\cos4\theta\;\mathbf g\cdot\mathbf h-\tfrac12\sin4\theta\,(g^2-h^2),\end{aligned}$$

where $g^2=\mathbf g\cdot\mathbf g$ and $h^2=\mathbf h\cdot\mathbf h$. It vanishes when

$$\tan4\theta=\frac{2\,\mathbf g\cdot\mathbf h}{g^2-h^2}.$$

The solutions are $45^\circ$ apart, and going from one to the next exchanges the two axes up to a sign. To select one, let

$$D=\sqrt{(g^2-h^2)^2+4(\mathbf g\cdot\mathbf h)^2}$$

and, for $D>0$, require $\cos4\theta=(g^2-h^2)/D$ and $\sin4\theta=2\,\mathbf g\cdot\mathbf h/D$. This is the two-argument arctangent,

$$\theta=\tfrac14\,\operatorname{atan2}\!\left(2\,\mathbf g\cdot\mathbf h,\;g^2-h^2\right).$$

With this choice the squared length of $\mathbf g'$ is

$$\begin{aligned}a^2=|\mathbf g'|^2&=C^2g^2+S^2h^2+2SC\,\mathbf g\cdot\mathbf h\\&=\tfrac12(g^2+h^2)+\tfrac12\cos4\theta\,(g^2-h^2)+\sin4\theta\;\mathbf g\cdot\mathbf h\\&=\tfrac12(g^2+h^2+D).\end{aligned}$$

The sum $|\mathbf g'|^2+|\mathbf h'|^2$ equals $g^2+h^2$ at every angle, so $b^2=|\mathbf h'|^2=\tfrac12(g^2+h^2-D)$. The selected branch therefore puts the longer vector first.

There is a geometrical reason why orthogonality and extreme length occur together. Differentiating the rotation law gives $d\mathbf g'/d\theta=2\mathbf h'$, hence $d|\mathbf g'|^2/d\theta=4\,\mathbf g'\cdot\mathbf h'$. As $\theta$ varies, the tip of $\mathbf g'$ traces an ellipse, and the orthogonal pair consists of its principal semi-axes.

Two special cases limit the result. If $D=0$, that is, if $\mathbf g\cdot\mathbf h=0$ and $g=h$, the ellipse is a circle, every angle gives an orthogonal pair, and no angle is preferred. If the vectors are parallel, the product $a^2b^2=g^2h^2-(\mathbf g\cdot\mathbf h)^2$ vanishes, so $b=0$. The first-order splitting then depends only on the component of $\mathbf q$ along the common direction of the vectors and vanishes for every displacement perpendicular to it, so there is no cone at this order.

With orthogonal vectors, take unit vectors $\mathbf e_x=\mathbf g'/a$ and $\mathbf e_y=\mathbf h'/b$, and a displacement $\mathbf q=x\,\mathbf e_x+y\,\mathbf e_y$ in the branching plane. Writing $s_x$ and $s_y$ for the components of $\mathbf s$ on these axes,

$$E_\pm-E_0=s_xx+s_yy\pm\sqrt{a^2x^2+b^2y^2}.$$

The root describes an elliptical double cone, and the linear terms tilt it. Stretching the axes by $u=ax$ and $v=by$ makes the cone round. With $\mathbf u=(u,v)$ and $\boldsymbol\sigma=(s_x/a,\,s_y/b)$,

$$E_\pm-E_0=\boldsymbol\sigma\cdot\mathbf u\pm|\mathbf u| .$$

The Cauchy–Schwarz inequality gives $\boldsymbol\sigma\cdot\mathbf u\ge-|\boldsymbol\sigma||\mathbf u|$, with equality when $\mathbf u$ points against $\boldsymbol\sigma$. The lowest value of the upper surface at given $|\mathbf u|$ is therefore $(1-|\boldsymbol\sigma|)|\mathbf u|$, and by the same argument the highest value of the lower surface is the negative of this. The type of cone is decided by

$$P=|\boldsymbol\sigma|^2=\frac{s_x^2}{a^2}+\frac{s_y^2}{b^2}.$$

For $P<1$ the cone is peaked: within the plane the upper surface rises and the lower one falls in every direction. On the upper surface the radial part of the force points towards the intersection from all sides. For $P>1$ the cone is sloped: there is a wedge of directions in which both surfaces fall, and an opposite wedge in which both rise. The intersection is then not a minimum of the upper surface. At $P=1$ the upper surface is flat along one ray to first order, and terms of higher order must decide.

Since $0<b\le a$, the in-plane part $\mathbf s_\parallel$ of the mean gradient obeys $s_\parallel^2/a^2\le P\le s_\parallel^2/b^2$. A length below $b$ guarantees a peaked cone and a length above $a$ a sloped one. Between the two, the direction of $\mathbf s_\parallel$ matters.

The number $P$ can also be found without orthogonalizing. Because $s_x\mathbf e_x=(s_x/a)\,\mathbf g'$, and similarly for $y$, the components of $\boldsymbol\sigma$ are the coefficients of $\mathbf s_\parallel$ expanded in $\mathbf g'$ and $\mathbf h'$. Inserting the rotation law,

$$\mathbf s_\parallel=\sigma_x\mathbf g'+\sigma_y\mathbf h'=(C\sigma_x-S\sigma_y)\,\mathbf g+(S\sigma_x+C\sigma_y)\,\mathbf h\equiv\alpha\,\mathbf g+\beta\,\mathbf h ,$$

so $\alpha^2+\beta^2=P$ for any choice of the degenerate states. What is not allowed is to put the projections of $\mathbf s$ on non-orthogonal vectors into the formula for $P$.

Consider a model with three nuclear coordinates and round parameters, in hartree/bohr:

$$\mathbf g=(0.06,\,0.02,\,0.02),\qquad \mathbf h=(0.03,\,0.04,\,-0.01).$$

Here $g^2=0.0044$, $h^2=0.0026$ and $\mathbf g\cdot\mathbf h=0.0024$, in (hartree/bohr)$^2$. The vectors are neither orthogonal nor equal in length. The angle follows from

$$4\theta=\operatorname{atan2}(0.0048,\,0.0018)=69.44^\circ,\qquad\theta=17.36^\circ .$$

The vectors are mixed by $2\theta=34.72^\circ$, with $C=0.8219$ and $S=0.5696$, which gives

$$\mathbf g'=(0.0664,\,0.0392,\,0.0107),\qquad\mathbf h'=(-0.0095,\,0.0215,\,-0.0196).$$

With $D=\sqrt{0.0018^2+0.0048^2}=0.005126$, the lengths are

$$a=\sqrt{\tfrac12(0.0070+0.005126)}=0.0779,\qquad b=\sqrt{\tfrac12(0.0070-0.005126)}=0.0306$$

hartree/bohr, or 4.00 and 1.57 eV/Å. The original lengths, 0.0663 and 0.0510, hide most of this anisotropy.

Now give the cone a mean gradient of length 0.05 hartree/bohr, which lies between $b$ and $a$. Along $\mathbf g'$ it yields $P=(0.05/0.0779)^2=0.41$, a peaked cone. Along $\mathbf h'$ it yields $P=(0.05/0.0306)^2=2.67$, a sloped one. The size of the tilt is the same; in the second case it acts where the cone opens least steeply.

The unrotated vectors would mislead in the second case. Inverting the rotation gives $\mathbf g=C\mathbf g'-S\mathbf h'$ and $\mathbf h=S\mathbf g'+C\mathbf h'$, so their components along $\mathbf e_y$ are $-Sb=-0.0174$ and $Cb=0.0252$. Treating $\mathbf g$ and $\mathbf h$ as if they were orthogonal would give

$$\left(\frac{0.05\times0.0174}{0.0044}\right)^2+\left(\frac{0.05\times0.0252}{0.0026}\right)^2\approx0.27,$$

and the sloped cone would be called peaked.

In the sloped case, moving against $\mathbf s$ changes the upper energy at the rate $b-0.05=-0.0194$ and the lower at $-b-0.05=-0.0806$ hartree/bohr. Both surfaces fall. The upper surface falls wherever $y<0$ and $0.05^2y^2>a^2x^2+b^2y^2$, a wedge about the direction $-\mathbf e_y$ with half-angle

$$\arctan\frac{\sqrt{0.05^2-b^2}}{a}=26.9^\circ .$$

In the peaked case the upper surface rises at $a-0.05=0.0279$ hartree/bohr directly against $\mathbf s$, but this is not its gentlest ascent. At an angle $\varphi$ from $\mathbf g'$, with $c=\cos\varphi$, $t=0.05$ hartree/bohr and $a^2-b^2=D$, the slope is

$$f(c)=tc+\sqrt{b^2+Dc^2}.$$

This is convex in $c$, so a stationary point with $|c|\le1$ is its minimum. Since $f'(-1)=t-D/a$, such a point exists for $t\le D/a=0.0658$ hartree/bohr, which holds here; for larger $t$ the minimum is $a-t$, directly against $\mathbf s$. Call the root $w$. Setting $f'(c)=t+Dc/w=0$ gives $c=-tw/D$. Substitution in $w^2=b^2+Dc^2$ gives $w^2=b^2/(1-t^2/D)$, and therefore

$$f_{\min}=w\left(1-\frac{t^2}{D}\right)=b\sqrt{1-\frac{t^2}{D}}=0.0219\ \text{hartree/bohr}.$$

It occurs at $c=-0.42$, about $115^\circ$ from $\mathbf g'$: the easiest way up is a compromise between going against the tilt and following the shallow axis of the cone.

If $\mathbf s$ keeps its length and turns from $\mathbf g'$ towards $\mathbf h'$ by an angle $\phi$, the type changes when $t^2(\cos^2\phi/a^2+\sin^2\phi/b^2)=1$, that is, when

$$\sin^2\phi=\frac{1/t^2-1/a^2}{1/b^2-1/a^2}=0.26,\qquad\phi=30.7^\circ .$$

The reach of the first-order picture depends on the neglected terms. To gauge them, add two states 0.2 and 0.3 hartree above the pair, coupled to it by terms linear in $\mathbf q$ with coefficients of either sign and of magnitude 0.01 to 0.04 hartree/bohr, and add to the matrix $q^2$ times coefficients of 0.02 to 0.10 hartree/bohr$^2$. For one such four-state matrix with $\mathbf s=(0.01,-0.02,0.03)$ hartree/bohr, numerical diagonalization around circles in the branching plane gives a largest deviation from the cone formula of $3.4\times10^{-7}$ hartree at a radius of 0.002 bohr and $8.4\times10^{-8}$ hartree at 0.001 bohr. Halving the radius divides the error by four, as a second-order error must. At the smaller radius it is about 0.14% of the smallest splitting, $2b\times0.001$ bohr $=6.1\times10^{-5}$ hartree. When $P$ is close to 1, the upper surface has a direction in which its first-order slope is small. Second-order terms of the opposite sign can then outweigh that slope at a short distance, so the first-order type may describe the surfaces only very near the intersection.

The classification concerns the branching plane. A component of $\mathbf s$ perpendicular to it changes both energies equally along the seam, so a peaked cone need not be a minimum of the upper surface in the full space. At a minimum-energy point of the seam this component vanishes, because the energy is stationary along the seam.

The perpendicular component also makes $P$ depend on the coordinates. In mass-weighted coordinates each gradient component is divided by the square root of its mass. The rotation law is linear and survives, but scalar products change, and with them the orthogonalizing angle. For relative masses 1, 4 and 16 on the three coordinates, $\theta$ becomes $14.7^\circ$. If $\mathbf s$ lies in the plane, the relation $\mathbf s=\alpha\mathbf g+\beta\mathbf h$ keeps its coefficients, and $P$ stays at 2.67 in the sloped case. If $\mathbf s$ also has a component of 0.03 hartree/bohr along $\mathbf g\times\mathbf h$, the Cartesian value is still 2.67 but the mass-weighted one is 4.95, because the part of a gradient that counts as perpendicular to $\mathbf g$ and $\mathbf h$ depends on the scalar product. The displacement along the seam, fixed by $\mathbf g\cdot\mathbf q=\mathbf h\cdot\mathbf q=0$, is the same in both coordinates; what changes is the plane of displacements taken as the branching plane. Away from a stationary point of the seam, a value of $P$ should therefore be given together with the coordinates in which the projection was made.
